# Carrier mean free path in CoSi2 from resistivity and hole density

**Problem.** Cobalt disilicide, CoSi$_2$, is a metallic silicide used for contacts to silicon. Take a room-temperature resistivity $\rho = 15\ \mu\Omega\,$cm and a density $p = 2.6\times10^{22}$ holes per cm$^3$, both rough values. Assume that all the holes lie inside one spherical Fermi surface.

(a) Find the mean free path $l$ of the carriers. Does it require an effective mass?

(b) Confirm the formula by treating the motion as diffusion.

(c) How far does $l$ move if the density is wrong, if the holes are shared among several pockets, if the resistivity was measured on a thin film, or if the metal is cooled?

## Solution

### (a) From the Fermi sphere to the mean free path

**Counting the holes.** In a crystal of volume $V$, the allowed wavevectors have density $V/(2\pi)^3$, and each holds two spin states. A sphere of radius $k_F$, measured from the centre of the hole pocket, therefore contains

$$p = \frac{2}{(2\pi)^3}\,\frac{4\pi k_F^3}{3} = \frac{k_F^3}{3\pi^2}, \qquad k_F = (3\pi^2 p)^{1/3}$$

holes per unit volume.

**Displacing the sphere.** Let a weak electric field $F$ point along $x$. Electrons obey $\hbar\,dk_x/dt = -eF$, and the region of empty states moves with them. If collisions relax the distribution in a time $\tau$, the steady displacement of the region is

$$\delta k_x = -\frac{eF\tau}{\hbar}.$$

A full band carries no current, so the current of the occupied states, each of charge $-e$, equals that of the empty states counted with charge $+e$. The displacement adds empty states where the surface moves outward and removes them where it moves inward. With $\mathbf n$ the outward unit normal, a surface element $dS$ sweeps out the volume $\delta k_x n_x\,dS$. In a hole pocket the band energy falls outward, so the velocity is $-v\,\mathbf n$, with $v$ the speed. To first order in $F$,

$$j_x = e\,\frac{2}{(2\pi)^3}\oint \left(-\frac{eF\tau}{\hbar}\,n_x\right)(-v\,n_x)\,dS
= \frac{e^2F}{4\pi^3\hbar}\oint v\tau\, n_x^2\,dS .$$

The two minus signs cancel, and the current flows along the field. The speed and the relaxation time enter through their product, which is the mean free path $l = v\tau$.

**The sphere.** Here $l$ is constant over the surface. The average of $n_x^2$ is $1/3$, because $n_x^2+n_y^2+n_z^2=1$ and the three directions are equivalent. The area is $4\pi k_F^2$. Hence

$$\frac1\rho = \frac{j_x}{F} = \frac{e^2 l}{4\pi^3\hbar}\,\frac{4\pi k_F^2}{3} = \frac{e^2k_F^2\,l}{3\pi^2\hbar}. \tag{1}$$

Since $k_F^2 = 3\pi^2p/k_F$, this is $1/\rho = pe^2l/(\hbar k_F)$, and so

$$l = \frac{\hbar k_F}{p e^2\rho} = \frac{(3\pi^2)^{1/3}\,\hbar}{e^2\rho\,p^{2/3}}. \tag{2}$$

No effective mass appears. The band may even be nonparabolic, provided that it is isotropic.

**Numbers.** In SI units $\rho = 1.5\times10^{-7}\ \Omega\,$m and $p = 2.6\times10^{28}$ m$^{-3}$. Then

$$k_F = (3\pi^2\times 2.6\times10^{28})^{1/3}\ \text{m}^{-1} = 9.165\times10^{9}\ \text{m}^{-1},$$

$$l = \frac{(1.0546\times10^{-34})(9.165\times10^{9})}{(2.6\times10^{28})(1.6022\times10^{-19})^2(1.5\times10^{-7})}\ \text{m} = 9.65\times10^{-9}\ \text{m}.$$

The mean free path is 9.65 nm, or roughly 10 nm given the quality of the inputs.

A mass is needed to separate speed from time. With $v_F=\hbar k_F/m$ and $m$ equal to the free-electron mass, $v_F = 1.06\times10^6$ m/s and $\tau = 9.1$ fs. Doubling $m$ halves the speed to $5.3\times10^5$ m/s and doubles the time to 18.2 fs, leaving the product unchanged. The mobility $\mu_h$, defined by $1/\rho = pe\mu_h$, also needs no mass: $\mu_h = 1/(pe\rho) = 16$ cm$^2$/Vs.

Treating a carrier as a packet with a definite wavevector between collisions requires $k_Fl\gg1$. Here $k_Fl\approx 88$, so the condition holds comfortably.

### (b) The same result from diffusion

Suppose that each collision sends a carrier in a random direction and that the flight lengths $s$ follow the distribution $e^{-s/l}/l$. Then $\langle s\rangle=l$ and $\langle s^2\rangle=2l^2$. Successive directions are uncorrelated, so the cross terms in the squared displacement average to zero. After a large number $N$ of flights, $\langle r^2\rangle = 2Nl^2$, and the mean elapsed time is $t = Nl/v_F$. The diffusion constant is

$$D = \frac{\langle r^2\rangle}{6t} = \frac{2Nl^2}{6Nl/v_F} = \frac{v_Fl}{3}.$$

To connect $D$ with the conductivity, consider a static field in equilibrium, where no net current flows. Let $E_F$ be the local Fermi energy of the holes, measured into their band, and $\phi$ the electric potential. Equilibrium requires $E_F+e\phi$ to be uniform, so $dE_F/dx = -e\,d\phi/dx = eF$. With $g=dp/dE_F$ the density of states, $dp/dx = geF$. The drift current $F/\rho$ must cancel the diffusion current $-eD\,dp/dx$, which gives

$$\frac1\rho = e^2gD .$$

Finally, $dp/dk_F = k_F^2/\pi^2$ and $dE_F/dk_F=\hbar v_F$, so $g = k_F^2/(\pi^2\hbar v_F)$. Substitution gives

$$\frac1\rho = e^2\,\frac{k_F^2}{\pi^2\hbar v_F}\,\frac{v_Fl}{3} = \frac{e^2k_F^2l}{3\pi^2\hbar},$$

which is equation (1). A simulation of 40 000 carriers, each making 100 random flights with $l=9.65$ nm, gives a conductivity 1.006 times the input $1/\rho$. The sampling error is about 0.4 percent.

This picture also fixes the meaning of $l$. If collisions favour small angles, a carrier keeps on average a fraction $c=\langle\cos\theta\rangle$ of its direction at each one. Its mean total advance along the initial direction is then $l_c(1+c+c^2+\dots)=l_c/(1-c)$, where $l_c$ is the distance between collisions. Resistivity measures this longer transport length. The two lengths agree when $c=0$.

### (c) How firm is the number?

**Density.** At fixed $\rho$, equation (2) gives $l\propto p^{-2/3}$. An error of a factor of two in $p$ changes $l$ by a factor $2^{2/3}\approx1.59$. The factor of two is chosen only to show the sensitivity. A density inferred from the Hall effect with a one-carrier formula need not be the true hole count when several pockets conduct, but with one $l$ on all pockets the mismatch in the models below is smaller: up to about 18 percent low for three spheres of unequal size, and 11 percent high for the three spheroids.

**Several pockets.** Suppose that the pockets together have cubic symmetry and that $l$ is the same everywhere on them. The conductivities along $x$, $y$ and $z$ are equal, so each equals their mean. Using $n_x^2+n_y^2+n_z^2=1$ in the surface integral gives

$$\frac1\rho = \frac{e^2l\,S}{12\pi^3\hbar},$$

where $S$ is the total Fermi surface area. At fixed $\rho$, more area means a shorter $l$. If $N$ equal spheres share the holes, each radius is $k_F/N^{1/3}$, and the total area grows by $N\times N^{-2/3}=N^{1/3}$. For $N=3$ the path falls to $9.65/3^{1/3} = 6.69$ nm.

Now stretch the three pockets into spheroids, one along each cube axis, without changing their volumes. Let the short and long semi-axes be $a$ and $b$, and let $\varepsilon^2=1-a^2/b^2$. Rotating the profile $x=a\sqrt{1-z^2/b^2}$ about the $z$ axis gives the area of one pocket:

$$S_1 = 4\pi a\int_0^b\sqrt{1-\varepsilon^2z^2/b^2}\;dz
= 2\pi a\left(a+\frac{b}{\varepsilon}\arcsin\varepsilon\right).$$

For $b/a=3$ this is 1.182 times the area of the sphere of equal volume, so $l = 6.69/1.182 = 5.66$ nm. This case is formal for CoSi$_2$: the long semi-axis is 13.2 nm$^{-1}$, more than $2\pi/a_0=11.6$ nm$^{-1}$ for the lattice constant $a_0=0.54$ nm used below, so each pocket would overlap its own periodic image. The largest ratio that fits is about 2.5, with $l\approx5.9$ nm.

**Thin film.** Let the film have thickness $d$ and surfaces that scatter diffusely, erasing all drift. A carrier at depth $z$, moving at an angle with cosine $u$ to the film normal, left the surface a distance $z/u$ ago. Its path for gathering drift is cut from $l$ to

$$\int_0^{z/u}e^{-s/l}\,ds = l\,(1-e^{-z/(lu)}).$$

Directions contribute to the current along the film with weight $\tfrac32(1-u^2)$ for $0<u<1$; the other half of the directions gives the same result by symmetry. Averaging over $z$ from 0 to $d$ gives the ratio of film to bulk conductivity:

$$R = 1-\frac{3l}{2d}\int_0^1u(1-u^2)\left(1-e^{-d/(lu)}\right)du .$$

For $d\gg l$ the exponential drops out, the integral tends to $1/4$, and $R\approx1-3l/(8d)$. With $d=30$ nm and $l=9.65$ nm, the full expression gives $R=0.880$.

If the 15 $\mu\Omega\,$cm was itself measured on such a film, the bulk resistivity is lower. At fixed $p$, equation (2) fixes the product of bulk resistivity and bulk path. Solving for the pair that reproduces the measured film value gives 12.9 $\mu\Omega\,$cm and $l=11.2$ nm.

**Temperature.** Thermal blurring of the Fermi surface is negligible. For a parabolic band with the free-electron mass, $E_F=3.20$ eV and $k_BT/E_F=0.0081$ at 300 K. At fixed $p$ and $l$, the conductivity changes by a relative $-5.4\times10^{-5}$. Cooling matters through the scattering instead: if the resistivity fell to an assumed residual value of 3 $\mu\Omega\,$cm at the same density, $l$ would rise fivefold.

| Case | $l$ (nm) |
|---|---:|
| One sphere, given inputs | 9.65 |
| Density halved | 15.3 |
| Density doubled (formal, sphere does not fit the zone) | 6.1 |
| Three equal spheres | 6.7 |
| Three spheroids, axis ratio 3 (formal, too long for the zone) | 5.7 |
| $\rho$ measured on a 30 nm diffuse film | 11.2 |
| Residual $\rho=3\ \mu\Omega\,$cm | 48 |

The resistivity is 15 $\mu\Omega\,$cm in every row but the last, where it is changed; in the film row this is the film's resistivity. The total density is the given one except in the two density rows.

### The model beside real CoSi$_2$

The resistivity and the density are rough inputs. The assumption most open to doubt is the single sphere, since several hole sheets may share the carriers in the real metal. The three-pocket cases are illustrations, not its band structure, but they show that dropping this assumption can by itself lower $l$ by some 30 to 40 percent when the pockets are equal. Unequal spheres lower it less, for example by 22 percent for radii in the ratio 1 : 0.6 : 0.4.

The lattice gives a second warning. With a rough cubic lattice constant $a_0=0.54$ nm and four formula units per cubic cell, the density amounts to $pa_0^3/4\approx1.0$ hole per formula unit. The lattice is face-centred cubic, and its shortest reciprocal vector is $(2\pi/a_0)(1,1,1)$. The nearest zone face therefore lies at half that length, $\sqrt3\,\pi/a_0 = 10.1$ nm$^{-1}$. If the sphere is centred in the zone, it fits inside but reaches 91 percent of the way to this face, so the crystal potential may distort it. One sphere fits only up to 1.33 times the given density. The doubled density, 2.05 holes per primitive cell, is more than a single band can hold, so that row of the table shows only the $p^{-2/3}$ scaling.

The supportable answer is thus a room-temperature mean free path of order 10 nm. With one assumption changed at a time, the room-temperature cases in the table run from 5.7 to 15.3 nm, the two lowest entries being formal. This range is not a bound, because errors can combine: twice the density, shared among three equal spheres, which still fit the lattice, would give $6.69/2^{2/3}\approx4.2$ nm. A CoSi$_2$ layer a few tens of nanometres thick is then only a few mean free paths thick, and diffuse surfaces would raise its resistivity noticeably: by $1/0.880-1\approx14$ percent at 30 nm in this model. Surfaces that reflect carriers specularly would reduce that increase. The remaining computed values are in the numerical output.

## Calculated quantities

```
resistivity: 15.0 microohm cm
hole density: 2.60e+22 cm^-3
Fermi wavenumber: 9.165 nm^-1
mean free path, one sphere: 9.65 nm
mean free path, one sphere: 9.654e-09 m
kF times path: 88.5 (no unit)
mobility: 16.0 cm2/Vs
mass 1 m_e: vF 1.061e+06 m/s, tau 9.10 fs, EF 3.20 eV, vF*tau 9.65 nm
mass 2 m_e: vF 5.305e+05 m/s, tau 18.20 fs, EF 1.60 eV, vF*tau 9.65 nm
k-point count, density over input: 0.99933
Boltzmann conductivity times rho, m_e: 1.00000
Boltzmann conductivity times rho, 2 m_e: 1.00000
Boltzmann conductivity times rho, inverted 0.5 m_e: 1.00000
Boltzmann conductivity times rho, nonparabolic: 1.00004
random-flight conductivity times rho: 1.006
lattice constant (rough input): 0.54 nm
holes per formula unit: 1.02
nearest zone face: 10.08 nm^-1
kF over zone-face distance: 0.91
path if density is halved: 15.3 nm
path if density is doubled: 6.1 nm
path, three equal spheres: 6.69 nm
area factor of spheroid, axis ratio 3: 1.182
path, three spheroids, axis ratio 3: 5.66 nm
film thickness: 30 nm
film over bulk conductivity at one-sphere path: 0.880
bulk path if rho was measured on that film: 11.20 nm
bulk resistivity in that case: 12.93 microohm cm
kT/EF at 300 K, mass m_e: 0.00808
relative thermal change of conductivity: -5.37e-05
assumed residual resistivity: 3.0 microohm cm
path at residual resistivity: 48.3 nm
```
